# Elastic dipole tensor of a point defect from residual supercell stress, part 1

(Sections cited here and not found follow in the second part.)

## Energy, strain and stress of a fixed cell

The energy of a point defect is a scalar, and a homogeneous strain is a dimensionless symmetric tensor of second rank. The part of the energy that is linear in the strain \(\varepsilon_{ij}\) must therefore be the full contraction of \(\varepsilon_{ij}\) with another symmetric tensor of second rank, whose unit is that of energy:

\[
E_f(\varepsilon)=E_f(0)-P_{ij}\varepsilon_{ij}+O(\varepsilon^2).
\]

Repeated Cartesian indices are summed from 1 to 3. The tensor \(P_{ij}\) is the elastic dipole tensor, and the minus sign is a convention: the energy of a defect with positive \(P\) falls when the crystal is stretched. A stress has the unit of energy per volume. If one defect in a periodic cell of volume \(V\) has an energy whose strain dependence does not grow with the cell, its contribution to the mean stress must fall as \(1/V\), and \(P\) must be a number times \(V\) times that stress. Dimensions leave the number and the sign open; differentiation will give \(-1\).

Symmetry also restricts the components. A vacancy in a face-centred cubic crystal that keeps the cubic symmetry of its site has \(P_{ij}=p\,\delta_{ij}\), because a symmetric tensor invariant under all cubic rotations is a multiple of the unit tensor. Halfway through a jump along \([110]\), the moving atom sits between two vacant sites. Reflection in the plane \(z=0\) maps this arrangement onto itself and forces \(P_{13}=P_{23}=0\). The reflection that exchanges \(x\) and \(y\) gives \(P_{11}=P_{22}\). What remains is \(P_{11}\), \(P_{33}\) and \(P_{12}\).

To differentiate the energy one must say what is held fixed. Let \(\mathbf x_a\) be the position of atom \(a\) in the undeformed cell. A homogeneous deformation \(F_{ij}=\delta_{ij}+\varepsilon_{ij}\) acts on the cell vectors and on the atoms alike, so the real positions are

\[
r_{a,i}=F_{ij}x_{a,j}.
\]

The energy of the periodic system is then a function \(E(\varepsilon,\mathbf x)\) of two independent sets of variables. Changing \(\varepsilon\) at fixed \(\mathbf x\) carries all atoms along with the cell; changing \(\mathbf x\) at fixed \(\varepsilon\) moves atoms inside a cell of given shape. "Fixed cell" means that \(\varepsilon\) is prescribed while \(\mathbf x\) may relax.

The stress is defined with tension positive. At the reference state of volume \(V\),

\[
V\sigma_{ij}=\left.\frac{\partial E}{\partial \varepsilon_{ij}}\right|_{\mathbf x}.
\]

The nine entries of \(\varepsilon\) are treated as separate variables in this derivative, so that \(dE=V\sigma_{ij}\,d\varepsilon_{ij}\) contains both \(\varepsilon_{12}\) and \(\varepsilon_{21}\). A shear with \(\varepsilon_{12}=\varepsilon_{21}=e\) thus changes the energy by \(2V\sigma_{12}e\) to first order.

The tensor \(V\sigma_{ij}\) is symmetric because a rigid rotation costs no energy. Near the reference state a rotation is \(F=1+\omega\) with \(\omega_{ij}=-\omega_{ji}\). The energy is unchanged to first order, so \((\partial E/\partial F_{ij})\,\omega_{ij}=0\) for every antisymmetric \(\omega\), and the antisymmetric part of \(\partial E/\partial F_{ij}\) vanishes. A symmetric strain therefore captures the whole first-order response.

For an energy that depends on the distances between atoms the derivative can be written out. Let \(\mathbf d^0\) be the undeformed vector from one atom of a pair to the other, periodic images included, and let \(d_i=F_{ik}d^0_k\) and \(r^2=d_id_i\). Differentiating \(r^2\) gives

\[
2r\frac{\partial r}{\partial F_{ij}}=2d_i\frac{\partial d_i}{\partial F_{ij}}=2d_id^0_j
\quad\text{(no sum over } i\text{ in the middle)},
\]

since the component \(d_i\) is the one that contains \(F_{ij}\), with coefficient \(d^0_j\). At the reference state \(\mathbf d=\mathbf d^0\), and the chain rule yields

\[
V\sigma_{ij}=\sum_{\text{pairs}}\frac{\partial E}{\partial r}\,\frac{d_id_j}{r}.
\]

This quantity is called the virial below.

The numerical case is copper described by the second-moment tight-binding potential, also called the Gupta potential, with the Cleri–Rosato parameters. Its energy is

\[
E=2A\sum_{\text{pairs}}\phi(r_{ab})-\xi\sum_a\sqrt{D_a},\qquad D_a=\sum_{b\ne a}\psi(r_{ab}),
\]

with

\[
\phi=e^{-p_0(r/r_0-1)}\,t(r),\qquad \psi=e^{-2q_0(r/r_0-1)}\,t(r).
\]

The first term is a repulsion. The second is a band energy that grows as the square root of the number of neighbours, so the bonds are not additive. The parameters are \(A=0.0855\) eV, \(\xi=1.224\) eV, \(p_0=10.96\), \(q_0=2.278\) and \(r_0=2.556\) Å. The factor \(t\) ends the interaction smoothly: it equals 1 below 5.75 Å, 0 above 6.20 Å, and \(1-10y^3+15y^4-6y^5\) between them, where \(y\) runs from 0 to 1. A distance \(r_{ab}\) occurs once in the repulsion, once in \(D_a\) and once in \(D_b\), hence

\[
\frac{\partial E}{\partial r_{ab}}=2A\phi'(r_{ab})-\frac{\xi}{2}\left(\frac1{\sqrt{D_a}}+\frac1{\sqrt{D_b}}\right)\psi'(r_{ab}).
\]

This is the derivative that enters the virial. Although the potential is not a sum of pair energies, its stress is a sum over pairs.

The defect energy of interest belongs to relaxed atoms. For each strain let \(\mathbf x^*(\varepsilon)\) be a configuration at which all forces vanish, and let \(W(\varepsilon)=E(\varepsilon,\mathbf x^*(\varepsilon))\). The chain rule gives

\[
\frac{dW}{d\varepsilon_{ij}}=\left.\frac{\partial E}{\partial\varepsilon_{ij}}\right|_{\mathbf x^*}
+\sum_a\frac{\partial E}{\partial x_{a,k}}\frac{dx^*_{a,k}}{d\varepsilon_{ij}}.
\]

The atoms do move relative to the cell when it is strained, so \(d\mathbf x^*/d\varepsilon\) is in general not zero. Its prefactor is the force with reversed sign, and that vanishes at \(\mathbf x^*\). Therefore

\[
\frac{dW}{d\varepsilon_{ij}}=V\sigma_{ij}(\mathbf x^*).
\]

Stationarity is what was used, not stability, so the result holds at a saddle point as well as at a minimum. It requires that the configuration can be followed smoothly as the strain changes. This is assured if the matrix of second derivatives \(H=\partial^2E/\partial\mathbf x\,\partial\mathbf x\) has no zero eigenvalue apart from rigid translations. If strain drives the defect into another structure, the derivative belongs to one branch and does not describe the jump between branches.

Incomplete relaxation affects energy and stress differently. If the atoms are displaced by a small \(\delta\mathbf x\) from the stationary point, the energy is wrong by \(\tfrac12\,\delta\mathbf x\cdot H\,\delta\mathbf x\), which is of second order. The virial is wrong by \((\partial^2E/\partial\varepsilon_{ij}\partial\mathbf x)\cdot\delta\mathbf x\), which is of first order. A dipole taken from stress therefore needs smaller residual forces than an energy of comparable relative accuracy.

It remains to separate the defect from its host. Let \(E_d(\varepsilon)\) be the relaxed energy of the cell with the defect and \(E_b(\varepsilon)\) that of the perfect cell with \(N\) atoms under the same strain. To make a vacancy, one atom is taken to a reservoir where its energy is \(\mu\):

\[
E_f(\varepsilon)=E_d(\varepsilon)+\mu-E_b(\varepsilon).
\]

If the reservoir is not strained with the crystal, \(\mu\) is a constant. Differentiating, and using the previous result for each cell, gives

\[
P_{ij}=-\frac{\partial E_f}{\partial\varepsilon_{ij}}=-V\left(\sigma^d_{ij}-\sigma^b_{ij}\right).
\]

This is the sought relation. It reduces to \(P_{ij}=-V\sigma^d_{ij}\) when the perfect cell is free of stress. The sign has a direct reading: a defect that pulls its surroundings inward leaves a cell of fixed size under tension, so \(\sigma^d>0\) and \(P<0\), and stretching the crystal raises the defect energy.

The reservoir matters if the perfect crystal is under stress. If the removed atom joins a crystal that is strained in the same way, then \(\mu=E_b(\varepsilon)/N\), and the extra derivative is \(-\partial\mu/\partial\varepsilon_{ij}=-V\sigma^b_{ij}/N\). With the volume per atom \(\Omega=V/N\), the vacancy dipole becomes

\[
P'_{ij}=P_{ij}-\Omega\,\sigma^b_{ij}.
\]

The two definitions agree at zero bulk stress. The derivation covers neutral defects. A charged periodic cell needs a reference for the electrostatic potential, whose own strain dependence would have to be added.

For the copper model, the perfect crystal is stress-free at a lattice constant of 3.615 Å. A cell of 256 sites then has \(V=3022.66\) Å\(^3\). With one atom removed and the other 255 relaxed at fixed cell, the formation energy is 1.26 eV and the residual stress is an isotropic tension of 0.1322 GPa. In this volume a stress of 0.1 GPa corresponds to 1.8866 eV, so

\[
P_{11}=-\frac{0.1322}{0.1}\times1.8866\ \text{eV}=-2.494\ \text{eV}.
\]

The unrounded stress gives \(-2.4949\) eV. An independent value follows from energies alone. If \(\varepsilon_{11}=\pm s\) and the atoms are relaxed again at each strain, then

\[
E_f(\pm s)=E_f(0)\mp P_{11}s+\tfrac12Ks^2+O(s^3),
\]

where \(K\) is the second derivative of the energy. The difference of the two energies divided by \(-2s\) is \(P_{11}\) up to terms of order \(s^2\). With \(s=2\times10^{-4}\) this gives \(-2.4949\) eV as well.

For the saddle the virial gives \(P_{11}=-2.606\), \(P_{33}=2.763\) and \(P_{12}=-0.784\) eV, and energy differences reproduce these three values to the digits shown. For the shear component the energy difference is divided by \(-4s\), since the two equal off-diagonal strains each contribute. The moving atom may be held at the midpoint during these relaxations, because a homogeneous strain preserves the inversion symmetry about that point and the force there vanishes.

If the vacancy cell is not relaxed, its virial gives \(-1.87\) eV instead of \(-2.49\) eV, a magnitude smaller by 25 per cent of the relaxed value. That number is the strain derivative at fixed \(\mathbf x\), and so describes an energy with clamped atoms. It is not the derivative of the relaxed energy.

The role of the bulk stress shows in a crystal compressed by 0.30 per cent along each axis. Strain and volume are now referred to this compressed state. The defective cell alone gives \(-V\sigma^d_{11}=21.763\) eV, which has the wrong sign and nearly eight times the magnitude of the correct dipole in this state. Subtracting the bulk term leaves that dipole, \(P_{11}=-2.753\) eV, and energy differences at fixed \(\mu\) give \(-2.753\) eV as well. The printed values imply

\[
-V\sigma^b_{11}=21.763+2.753=24.516\ \text{eV}.
\]

Divided by 256 atoms, this is 0.096 eV, the amount by which the dipole changes if the reservoir is strained too.

The same arithmetic sets a requirement for any calculation in which the perfect cell has a residual stress, whatever its origin. In the 256-site cell, an unsubtracted bulk stress of 0.1 GPa produces a false dipole component of 1.89 eV, about three quarters of the vacancy's own. At fixed bulk stress the false part grows in proportion to \(V\), so a larger cell makes it worse. Subtraction removes it if the stress is a real one, from a cell that is not at its equilibrium size, and if both stresses are evaluated at the same strain and with the same numerical settings. What remains is the dipole of the stressed state; for this vacancy at 0.1 GPa it differs from the stress-free value by 0.02 eV. A false stress from an incomplete basis is removed only in part. If it comes in equal shares from all atoms, the vacancy cell has one share fewer, and an error of \(\Omega\) times the false stress stays in the dipole. For 0.1 GPa this is 0.007 eV.

For relaxed atoms in a fixed cell, the elastic dipole is minus the volume times the difference in stress between the defective and the perfect cell, and energy differences confirm this for the copper vacancy and its saddle. It remains to use the dipole to find the relaxation volume and the effect of strain on migration.
